# Saturated Submonolayer Growth in Atomic Layer Deposition with Bulky Ligands: test program

```python
"""
Result under test: bulky ligands make an ALD precursor pulse saturate below
one monolayer, independently of dose.
Model: metal atoms adsorb irreversibly on a triangular (111) lattice; each
carries a hard ligand disc of diameter D, so centres stay at least D apart.
theta = metal atoms per site, phi = fraction of sites still open,
tau = mean number of reactive attempts per site,
n_closed = sites closed by one isolated adsorbate (its own site included),
T = smallest allowed squared separation in units of the site spacing squared.
Claims: 1/n_closed <= theta_sat <= 2 sqrt(3)/(pi T),
        theta_sat - theta(tau) <= phi(tau) <= exp(-tau).
"""
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.spatial import cKDTree

rng = np.random.default_rng(2718)

# Inputs: rough typical values
a_nm = 0.36
D_nm = 0.70
mass_u = 300.0
temp_K = 450.0
p_torr = 0.1
sticking = 1.0e-3
pulse_s = 2.0
cycle_s = 7.0
attempt_hz = 1.0e13
probe_nm = 0.30

# Geometry of the fcc(111) surface from lattice vectors
v1 = a_nm * np.array([0.5, -0.5, 0.0])
v2 = a_nm * np.array([0.5, 0.0, -0.5])
v3 = a_nm * np.array([0.5, 0.5, 0.0])
normal = np.cross(v1, v2)
site_area = np.linalg.norm(normal)
layer_nm = abs(v3 @ normal) / site_area
s_nm = np.linalg.norm(v1)
assert np.isclose(site_area, np.sqrt(3) / 2 * s_nm**2)
assert np.isclose(layer_nm, a_nm / np.sqrt(3))
assert np.isclose(site_area * layer_nm, a_nm**3 / 4)


def closed_offsets(diam):
    r2 = (diam / s_nm) ** 2
    return [(i, j) for i in range(-8, 9) for j in range(-8, 9)
            if i == j == 0 or i * i + i * j + j * j < r2]


def min_allowed_T(diam):
    r2 = (diam / s_nm) ** 2
    return min(i * i + i * j + j * j for i in range(9) for j in range(9)
               if i + j > 0 and i * i + i * j + j * j >= r2)


def closure_table(L, diam):
    i, j = np.divmod(np.arange(L * L), L)
    cols = [((i + di) % L) * L + (j + dj) % L
            for di, dj in closed_offsets(diam)]
    return np.array(cols).T.tolist()


def saturate(table, active=None):
    """First-arrival simulation; returns sites, their times, closing times."""
    arrival = rng.exponential(size=len(table))
    if active is not None:
        arrival[~active] = np.inf
    times = arrival.tolist()
    closing = [np.inf] * len(table)
    taken = []
    for site in np.argsort(arrival).tolist():
        t = times[site]
        if t == np.inf:
            break
        if closing[site] == np.inf:
            taken.append(site)
            for q in table[site]:
                if closing[q] == np.inf:
                    closing[q] = t
    taken = np.array(taken)
    return taken, arrival[taken], np.array(closing)


def repeated_attempts(table, marks):
    """Direct kinetics: random sites, repeats allowed; coverage at marks."""
    M = len(table)
    shut = bytearray(M)
    count = 0
    result = []
    previous = 0.0
    for mark in marks:
        hits = rng.poisson(M * (mark - previous))
        for site in rng.integers(0, M, hits).tolist():
            if not shut[site]:
                count += 1
                for q in table[site]:
                    shut[q] = 1
        result.append(count / M)
        previous = mark
    return result


def positions(sites, L):
    i, j = np.divmod(np.asarray(sites), L)
    return s_nm * np.column_stack((i + 0.5 * j, np.sqrt(3) / 2 * j))


def image_tree(sites, L):
    base = positions(sites, L)
    e1 = s_nm * L * np.array([1.0, 0.0])
    e2 = s_nm * L * np.array([0.5, np.sqrt(3) / 2])
    return cKDTree(np.vstack([base + m * e1 + n * e2
                              for m in (-1, 0, 1) for n in (-1, 0, 1)]))


def distances(sites, L):
    tree = image_tree(sites, L)
    pair = tree.query(positions(sites, L), k=2)[0][:, 1].min()
    nearest = tree.query(positions(np.arange(L * L), L))[0]
    return pair, nearest, tree


L = 120
M = L * L
runs = 100
table = closure_table(L, D_nm)
n_closed = len(closed_offsets(D_nm))
T_min = min_allowed_T(D_nm)
floor = 1 / n_closed
ceiling = 2 * np.sqrt(3) / (np.pi * T_min)

# Gas flux: Maxwell average by quadrature against the closed formula
mass = mass_u * const.atomic_mass
kT = const.k * temp_K
pressure = p_torr * const.torr
flux = pressure / np.sqrt(2 * np.pi * mass * kT)
mean_x = quad(lambda x: x * np.exp(-x * x / 2) / np.sqrt(2 * np.pi),
              0, np.inf)[0]
assert np.isclose(flux, pressure / kT * np.sqrt(kT / mass) * mean_x)
rate = sticking * flux * site_area * 1e-18
tau_pulse = rate * pulse_s
tau_short = tau_pulse / 100

# Ensemble of saturated surfaces and dose curve
marks = np.array([0.01, 0.03, 0.1, 0.3, 1.0, 3.0,
                  tau_short, 2 * tau_short])
cov = np.zeros(len(marks))
opened = np.zeros(len(marks))
integral = np.zeros(len(marks))
final, all_times, mean_closing = [], [], []
for _ in range(runs):
    sites, times, closing = saturate(table)
    assert np.all(np.isfinite(closing))
    final.append(len(sites) / M)
    all_times.append(times)
    mean_closing.append(closing.mean())
    for k, mark in enumerate(marks):
        th = np.count_nonzero(times <= mark) / M
        ph = np.count_nonzero(closing > mark) / M
        assert final[-1] - th <= ph + 1e-12
        assert ph >= 1 - n_closed * th - 1e-12
        cov[k] += th / runs
        opened[k] += ph / runs
        integral[k] += np.minimum(closing, mark).mean() / runs
theta = np.mean(final)
theta_err = np.std(final, ddof=1) / np.sqrt(runs)
all_times = np.concatenate(all_times)
assert floor <= theta <= ceiling < 1

# Rate law: coverage equals the time integral of the open fraction.
# Tolerance: four standard errors of the counting noise.
noise = 4 * np.sqrt(cov / (M * runs))
assert np.all(abs(cov - integral) < noise)
assert abs(theta - np.mean(mean_closing)) < 4 * np.sqrt(theta / (M * runs))
assert np.all(opened <= np.exp(-marks))
big_site = (1 - np.exp(-n_closed * marks)) / n_closed
assert np.all(cov >= big_site - noise)

# First-arrival method against kinetics with repeated attempts
direct = np.mean([repeated_attempts(table, [0.03, 0.1, 1.0])
                  for _ in range(20)], axis=0)
assert np.all(abs(direct - cov[[1, 2, 4]]) < 0.002)

# Exact mean on a small periodic lattice by recursion over open sites
small = closure_table(8, D_nm)
masks = [sum(1 << q for q in row) for row in small]


@lru_cache(maxsize=None)
def expected_more(open_mask):
    options = [q for q in range(64) if open_mask >> q & 1]
    if not options:
        return 0.0
    return 1 + sum(expected_more(open_mask & ~masks[q])
                   for q in options) / len(options)


exact_small = 1 + expected_more(((1 << 64) - 1) & ~masks[0])
sample = np.array([len(saturate(small)[0]) for _ in range(4000)])
small_err = sample.std(ddof=1) / np.sqrt(len(sample))
assert abs(sample.mean() - exact_small) < 4 * small_err + 1e-9

# Saturation verified by distances; shaded area by random points
pair, nearest, tree = distances(sites, L)
assert pair >= D_nm and nearest.max() < D_nm
uv = rng.random((100000, 2)) * L * s_nm
points = np.column_stack((uv[:, 0] + 0.5 * uv[:, 1],
                          np.sqrt(3) / 2 * uv[:, 1]))
shade_mc = np.mean(tree.query(points)[0] < D_nm / 2)
disc_ratio = np.pi * D_nm**2 / 4 / site_area
assert abs(shade_mc - final[-1] * disc_ratio) < 0.008
shaded = theta * disc_ratio
probe_open = np.mean(nearest >= (D_nm + probe_nm) / 2)
assert probe_open > 0.02

# Ordered packing, a reference for mobile adsorbates
ii, jj = np.divmod(np.arange(M), L)
step = int(round(np.sqrt(T_min)))
assert step * step == T_min and L % step == 0
ordered = np.flatnonzero((ii % step == 0) & (jj % step == 0))
pair_o, nearest_o, _ = distances(ordered, L)
assert pair_o >= D_nm and nearest_o.max() < D_nm
theta_ordered = len(ordered) / M
assert theta < theta_ordered <= ceiling

# Control without lateral blocking, stopped at the same coverage
tau_equal = -np.log(1 - theta)
bare = closure_table(L, 0.5 * s_nm)
control = np.zeros(2)
for _ in range(20):
    t_bare = saturate(bare)[1]
    control += [np.mean(t_bare <= tau_equal) / 20,
                np.mean(t_bare <= 2 * tau_equal) / 20]
control_formula = np.array([theta, theta * (2 - theta)])
control_noise = 4 * np.sqrt(control_formula / (20 * M))
assert np.all(abs(control - control_formula) < control_noise)

# Ligand size and inert sites
scan = {}
for diam in (0.5, 0.6, 0.7, 0.8, 0.9):
    tab = closure_table(L, diam)
    scan[diam] = np.mean([len(saturate(tab)[0]) / M for _ in range(10)])
    upper = 2 * np.sqrt(3) / (np.pi * min_allowed_T(diam))
    assert 1 / len(closed_offsets(diam)) <= scan[diam] <= upper
assert np.all(np.diff(list(scan.values())) < 0)
half = np.mean([len(saturate(table, rng.random(M) < 0.5)[0]) / M
                for _ in range(20)])
assert half < theta

# Barrier for 1 percent loss by desorption or ligand loss in one cycle
barrier = kT * np.log(attempt_hz * cycle_s / -np.log(0.99))
lost = 1 - np.exp(-attempt_hz * cycle_s * np.exp(-barrier / kT))
assert np.isclose(lost, 0.01)

growth = theta * layer_nm
tau99 = np.quantile(all_times, 0.99)
tau_sure = np.log(1 / (0.01 * theta))
assert tau99 < tau_sure

print(f"lattice constant = {a_nm:.2f} nm; ligand disc D = {D_nm:.2f} nm")
print(f"precursor mass = {mass_u:.0f} u; temperature = {temp_K:.0f} K")
print(f"pressure = {p_torr:.1f} Torr; sticking = {sticking:.3f}")
print(f"pulse = {pulse_s:.1f} s; whole cycle = {cycle_s:.1f} s")
print(f"site spacing = {s_nm:.4f} nm; site area = {site_area:.5f} nm^2")
print(f"(111) layer spacing = {layer_nm:.4f} nm")
print(f"full monolayer = {1 / site_area:.2f} atoms/nm^2")
print(f"(D/spacing)^2 = {(D_nm / s_nm)**2:.3f}; T = {T_min}")
print(f"sites closed by one adsorbate = {n_closed}")
print(f"coverage floor = {floor:.4f} ML; ceiling = {ceiling:.4f} ML")
print(f"jammed coverage = {theta:.5f} +/- {theta_err:.5f} ML")
print(f"mean closing time (in tau) = {np.mean(mean_closing):.5f}")
print(f"8x8 lattice, exact mean adsorbates = {exact_small:.4f}")
print(f"8x8 lattice, simulated = {sample.mean():.4f} +/- {small_err:.4f}")
print(f"metal per cycle = {theta / site_area:.3f} atoms/nm^2")
print(f"growth per cycle = {growth:.5f} nm = {10 * growth:.4f} angstrom")
print(f"cycles for 10 nm = {np.ceil(10 / growth):.0f}")
print(f"area shaded by ligands = {100 * shaded:.1f} %")
print(f"sites open to {probe_nm:.2f} nm probe = {100 * probe_open:.1f} %")
print("dose curve: tau, coverage (ML), open fraction")
for k in range(6):
    print(f"  {marks[k]:.2f}  {cov[k]:.5f}  {opened[k]:.6f}")
print(f"gas flux = {flux * 1e-18:.4g} molecules/(nm^2 s)")
print(f"reactive attempts per site = {rate:.3f} per s")
print(f"tau of full pulse = {tau_pulse:.2f}")
print(f"largest possible deficit = {np.exp(-tau_pulse):.2e} ML")
print(f"deficit / jammed coverage < {100*np.exp(-tau_pulse)/theta:.3f} %")
print(f"99 % reached: tau = {tau99:.3f}, time = {tau99 / rate:.3f} s")
print(f"99 % guaranteed: tau = {tau_sure:.2f}, {tau_sure / rate:.2f} s")
print(f"short pulse = {1000 * pulse_s / 100:.0f} ms, tau = {tau_short:.4f}")
print(f"short pulse coverage = {cov[6]:.5f} ML; doubled = {cov[7]:.5f} ML")
print(f"unblocked precursor, same coverage: tau = {tau_equal:.5f}")
print(f"  its coverage after doubling = {theta * (2 - theta):.5f} ML")
print(f"  its growth factor on doubling = {2 - theta:.3f}")
print("ligand diameter (nm), jammed coverage (ML), growth (nm/cycle)")
for diam, value in scan.items():
    print(f"  {diam:.1f}  {value:.4f}  {value * layer_nm:.4f}")
print(f"ordered packing = {theta_ordered:.4f} ML")
print(f"ordered / jammed = {theta_ordered / theta:.3f}")
print(f"half of sites inert: coverage = {half:.4f} ML")
print(f"one spectator ligand per Cu: coverage = {theta / 2:.4f} ML")
print(f"area factor needed to imitate 1 ML = {1 / theta:.1f}")
print(f"assumed attempt rate = {attempt_hz:.0e} per s")
print(f"barrier for 1 % loss per cycle = {barrier / const.e:.3f} eV")
print("OK")
```

Printed output:

```
lattice constant = 0.36 nm; ligand disc D = 0.70 nm
precursor mass = 300 u; temperature = 450 K
pressure = 0.1 Torr; sticking = 0.001
pulse = 2.0 s; whole cycle = 7.0 s
site spacing = 0.2546 nm; site area = 0.05612 nm^2
(111) layer spacing = 0.2078 nm
full monolayer = 17.82 atoms/nm^2
(D/spacing)^2 = 7.562; T = 9
sites closed by one adsorbate = 31
coverage floor = 0.0323 ML; ceiling = 0.1225 ML
jammed coverage = 0.06277 +/- 0.00005 ML
mean closing time (in tau) = 0.06256
8x8 lattice, exact mean adsorbates = 3.9277
8x8 lattice, simulated = 3.9268 +/- 0.0041
metal per cycle = 1.118 atoms/nm^2
growth per cycle = 0.01305 nm = 0.1305 angstrom
cycles for 10 nm = 767
area shaded by ligands = 43.0 %
sites open to 0.30 nm probe = 25.8 %
dose curve: tau, coverage (ML), open fraction
  0.01  0.00876  0.744076
  0.03  0.02045  0.454896
  0.10  0.03843  0.144389
  0.30  0.05157  0.030814
  1.00  0.05955  0.004464
  3.00  0.06245  0.000326
gas flux = 9.56e+04 molecules/(nm^2 s)
reactive attempts per site = 5.365 per s
tau of full pulse = 10.73
largest possible deficit = 2.19e-05 ML
deficit / jammed coverage < 0.035 %
99 % reached: tau = 2.339, time = 0.436 s
99 % guaranteed: tau = 7.37, 1.37 s
short pulse = 20 ms, tau = 0.1073
short pulse coverage = 0.03944 ML; doubled = 0.04826 ML
unblocked precursor, same coverage: tau = 0.06482
  its coverage after doubling = 0.12159 ML
  its growth factor on doubling = 1.937
ligand diameter (nm), jammed coverage (ML), growth (nm/cycle)
  0.5  0.1488  0.0309
  0.6  0.0957  0.0199
  0.7  0.0626  0.0130
  0.8  0.0518  0.0108
  0.9  0.0466  0.0097
ordered packing = 0.1111 ML
ordered / jammed = 1.770
half of sites inert: coverage = 0.0577 ML
one spectator ligand per Cu: coverage = 0.0314 ML
area factor needed to imitate 1 ML = 15.9
assumed attempt rate = 1e+13 per s
barrier for 1 % loss per cycle = 1.415 eV
OK
```
